# Electron wind force and slow-ion friction in jellium, part 1

(Sections cited here and not found follow in the second part.)

## First half: changing the frame, and the force of one electron state

An ion in a metal that carries current is pushed by the electrons streaming past it. This push, the wind force, drives electromigration in interconnect lines. A second problem looks different: an ion moves slowly through electrons that have no net motion, and they brake it. The parts below ask how the two forces are related in jellium, and how large they are.

Jellium is an electron gas of density $n$ in a uniform, rigid, neutralizing background. Hartree atomic units are used ($\hbar=m=e=1$, with the electron charge equal to $-1$) until the numerical example. Wave number, momentum and velocity of a free electron are then the same number. The ion is a classical particle on a prescribed path. Its bare potential energy with an electron at distance $r$ is $w(r)$, which is spherical. The temperature is zero unless stated otherwise.

### (a) How does a solution of the Schrödinger equation change under a boost?

Let $\Phi(\mathbf r_1,\dots,\mathbf r_N,t)$ describe $N$ interacting electrons in a potential $U(\mathbf r,t)$. Give every electron an additional velocity $\mathbf v$. Find the new wave function and the potential in which it is a solution.

**Solution.** The new density must be the old one carried along at velocity $\mathbf v$, and each electron must gain momentum $\mathbf v$. This suggests

$$\Phi'(\mathbf r_1,\dots,t)=e^{iS}\,\Phi(\mathbf r_1-\mathbf vt,\dots,t),\qquad S=\sum_j\left(\mathbf v\cdot\mathbf r_j-\tfrac12v^2t\right).$$

We check it by differentiation. On the right-hand sides below, $\Phi$ and its derivatives are taken at the shifted positions. The time derivative acts on the phase, on the explicit time and on the shifted positions:

$$i\partial_t\Phi'=e^{iS}\Big[\tfrac N2v^2\Phi+i\partial_t\Phi-i\sum_j\mathbf v\cdot\nabla_j\Phi\Big].$$

One gradient gives $\nabla_j\Phi'=e^{iS}(i\mathbf v\Phi+\nabla_j\Phi)$. A second one gives

$$-\tfrac12\nabla_j^2\Phi'=e^{iS}\Big[\tfrac12v^2\Phi-i\mathbf v\cdot\nabla_j\Phi-\tfrac12\nabla_j^2\Phi\Big].$$

When the kinetic terms, summed over $j$, are subtracted from the time derivative, the terms in $v^2$ cancel, and so do those in $\mathbf v\cdot\nabla_j$:

$$\Big(i\partial_t+\tfrac12\sum_j\nabla_j^2\Big)\Phi'=e^{iS}\Big(i\partial_t+\tfrac12\sum_j\nabla_j^2\Big)\Phi .$$

The right side equals $e^{iS}$ times the potential energy acting on $\Phi$, evaluated at the shifted positions. The electron repulsion depends on differences $\mathbf r_i-\mathbf r_j$, which the common shift leaves alone. Hence $\Phi'$ solves the Schrödinger equation with the same repulsion and with

$$U'(\mathbf r,t)=U(\mathbf r-\mathbf vt,t).$$

A plane wave shows what happens to the occupied states. The function $e^{i\mathbf k\cdot\mathbf r-ik^2t/2}$ becomes

$$e^{i\mathbf k\cdot(\mathbf r-\mathbf vt)-ik^2t/2+i\mathbf v\cdot\mathbf r-iv^2t/2}=e^{i(\mathbf k+\mathbf v)\cdot\mathbf r-i(\mathbf k+\mathbf v)^2t/2}.$$

A Fermi sphere centred at zero becomes a sphere of the same radius centred at $\mathbf v$.

### (b) What does the boost say about the two forces?

Define the friction coefficient $\eta$ by the force $\mathbf F=-\eta\mathbf u$ on an ion that moves at small velocity $\mathbf u$ through the gas at rest. Find the force on an ion at rest in a gas that drifts at velocity $\mathbf v_d$.

**Solution.** Start from an ion that moves at $\mathbf u=-\mathbf v_d$ through the gas at rest. By definition the force on it is $-\eta(-\mathbf v_d)=\eta\mathbf v_d$. Its potential is $w(|\mathbf r+\mathbf v_dt|)$. Boost the electrons by $\mathbf v=\mathbf v_d$. By part (a) the potential becomes $w(|\mathbf r-\mathbf v_dt+\mathbf v_dt|)=w(r)$. The ion is now at rest, and the incoming electrons fill a sphere centred at $\mathbf v_d$.

The boost also sets the background in motion, whereas in a wire the background rests with the ion. In jellium this makes no difference, because a uniform charge density moved along itself has the same electrostatic field. Magnetic forces are left out of the model. A crystal lattice would fail here, since a moving lattice is a different potential from one at rest.

The force exerted by the electrons on an ion at $\mathbf R$ is minus the derivative of the interaction energy with respect to $\mathbf R$:

$$\mathbf F=-\frac{\partial}{\partial\mathbf R}\int n(\mathbf r)\,w(|\mathbf r-\mathbf R|)\,d^3r=\int n(\mathbf r)\,\nabla w(|\mathbf r-\mathbf R|)\,d^3r .$$

The boost moves density and ion together, so this integral keeps its value. The uniform parts of the electron and background charges cancel and exert no force. Therefore

$$\boxed{\mathbf F_{\rm wind}=\eta\,\mathbf v_d},\qquad\text{and for a moving ion}\qquad \mathbf F=\eta\,(\mathbf v_d-\mathbf u).$$

The second form follows by boosting to the frame in which the gas is at rest. The wind force points along the electron flow, against the conventional current. An ion that moves with the electrons feels none.

No approximation for the electron repulsion has entered. What has entered is the picture of the current: near the ion, the wire must look like a rigidly shifted gas. In a wire an applied field drives the drift and other collisions limit it. Both must matter little over the few screening lengths in which the ion acts, so the mean free path must be much longer than the screening length. The force of the applied field on the charge of the ion, the direct force, is a separate contribution.

### (c) Can the interacting gas be replaced by independent electrons?

In mean-field theory each electron moves in a self-consistent potential. For an ion at rest in the undisturbed gas this is a static screened potential $V(r)$. Motion distorts the screening cloud by an amount proportional to the velocity. Decide whether this distortion changes $\eta$.

**Solution.** Let the ion oscillate with a small displacement $R\,e^{-i\omega t}$ along $z$, and let $\omega\to0$. We assume that the response is regular in this limit. The bare potential changes by $-R\,\partial_zw$ and the density by $\delta n=-R\,\chi(\omega)\,\partial_zw$, where $\chi$ is the density response of the gas around the ion. Write $\langle a|\chi|b\rangle$ for the double integral of $a(\mathbf r)\chi(\mathbf r,\mathbf r')b(\mathbf r')$. The force is $-R\langle\partial_zw|\chi(\omega)|\partial_zw\rangle$ plus a term from the unperturbed density, which does not depend on $\omega$. At $\omega=0$ the total vanishes, because a shifted ion in a uniform background has merely a shifted cloud. With $\chi(\omega)=\chi+\omega\chi_1+\dots$ the force is therefore

$$F=-\omega R\,\langle\partial_zw|\chi_1|\partial_zw\rangle .$$

The velocity amplitude is $u=-i\omega R$, so $\omega R=iu$. Comparison with $F=-\eta u$ gives

$$\eta=i\,\langle\partial_zw|\chi_1|\partial_zw\rangle .$$

In mean field the electrons respond as independent particles, with response $\chi^0$, to the bare change plus the change $K\delta n$ of the repulsion and exchange-correlation potential. Here $K$ is real, symmetric and independent of frequency. Thus $\chi=\chi^0+\chi^0K\chi$. Its terms of first order in $\omega$ are

$$\chi_1=\chi^0_1+\chi^0_1K\chi+\chi^0K\chi_1\quad\Rightarrow\quad(1-\chi^0K)\chi_1=\chi^0_1(1+K\chi).$$

The inverse of $1-\chi^0K$ is $1+\chi K$, because their product is $1+(\chi-\chi^0-\chi^0K\chi)K=1$. Hence

$$\chi_1=(1+\chi K)\,\chi^0_1\,(1+K\chi).$$

The factor $(1+K\chi)\partial_zw$ is the static change of the total potential, per unit displacement and with reversed sign. A static displacement in a uniform background shifts the whole screened potential rigidly, so this factor equals $\partial_zV$. By the symmetry of $K$ and of the static $\chi$, the same holds on the left:

$$\eta=i\,\langle\partial_zV|\chi^0_1|\partial_zV\rangle .$$

This is the formula for independent electrons braked by a rigidly moving potential $V$. To first order in the velocity, the distortion of the cloud adds nothing beyond it.

The argument also shows what mean field omits. If $K$ has a part $\omega K_1$, the equation for $(1-\chi^0K)\chi_1$ gains $\chi^0K_1\chi$. Since $(1+\chi K)\chi^0=\chi$, this adds $\chi K_1\chi$ to $\chi_1$. It represents dynamic exchange-correlation friction and is left out from here on.

### (d) What force does one electron state exert on a static potential?

An electron of unit incident density arrives along $z$ with wave number $k$ and is scattered by $V(r)$, which is screened and no more singular than $1/r$ at the origin. Compute $F_k=\int|\psi_k|^2\,\partial_zV\,d^3r$ and relate it to the scattering amplitude $f(\theta)$.

**Solution.** Expand in partial waves,

$$\psi_k=\sum_l(2l+1)\,i^l e^{i\delta_l}R_l(r)P_l(\cos\theta),\qquad R_l\to\frac{\sin(kr-l\pi/2+\delta_l)}{kr},$$

with phase shifts $\delta_l$. Since $\partial_zV=V'(r)\cos\theta$, we need the angular integral with $\mu=\cos\theta$. The recursion $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ and the norm $\int P_{l+1}^2d\mu=2/(2l+3)$ give

$$\int_{-1}^1\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

Only neighbouring $l$ couple. Each pair appears twice, as complex conjugates. With $\Delta_l=\delta_l-\delta_{l+1}$ their phases add to $2\,\mathrm{Re}[i^l(-i)^{l+1}e^{i\Delta_l}]=2\,\mathrm{Re}[-ie^{i\Delta_l}]=2\sin\Delta_l$. The azimuth gives $2\pi$, so

$$F_k=8\pi\sum_l(l+1)\sin\Delta_l\,I_l,\qquad I_l=\int_0^\infty R_lV'R_{l+1}r^2dr .$$

To find $I_l$, put $a=rR_l$, $b=rR_{l+1}$ and $c=l+1$. The radial equations are $a''=Aa$ and $b''=(A+2c/r^2)b$, with $A=l(l+1)/r^2+2V-k^2$. Consider

$$Q=a'b'-Aab-\frac cr(ab'-a'b)-\frac c{r^2}ab .$$

The derivatives of its pieces are

$$(a'b'-Aab)'=\frac{2c}{r^2}a'b+\frac{2lc}{r^3}ab-2V'ab,$$

$$-c\Big(\frac{ab'-a'b}r\Big)'=-\frac{2c^2}{r^3}ab+\frac c{r^2}(ab'-a'b),$$

$$-c\Big(\frac{ab}{r^2}\Big)'=-\frac c{r^2}(a'b+ab')+\frac{2c}{r^3}ab .$$

In the sum, $a'b/r^2$ has coefficient $2c-c-c=0$ and $ab'/r^2$ has $c-c=0$. The coefficient of $ab/r^3$ is $2c(l-c+1)=0$. What remains is $Q'=-2V'ab$. At the origin $a\propto r^{l+1}$ and $b\propto r^{l+2}$, so $Q\to0$. At large $r$ the terms with $1/r$ and $V$ vanish, and

$$Q\to a'b'+k^2ab=\cos\!\big(\tfrac\pi2+\Delta_l\big)=-\sin\Delta_l .$$

Integrating $Q'$ gives $I_l=\tfrac12\sin\Delta_l$, hence

$$F_k=4\pi\sum_l(l+1)\sin^2\Delta_l .$$

Now take the transport cross section $\sigma_{tr}=\int(1-\cos\theta)|f|^2d\Omega$ with $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l$. The same angular integrals give

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l\Big[(2l+1)\sin^2\delta_l-2(l+1)\cos\Delta_l\sin\delta_l\sin\delta_{l+1}\Big].$$

The first sum can be written as $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The identity $\sin^2(x-y)=\sin^2x+\sin^2y-2\sin x\sin y\cos(x-y)$ then turns the bracket into $(l+1)\sin^2\Delta_l$. Therefore

$$\boxed{F_k=k^2\sigma_{tr}(k)},\qquad\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

One factor $k$ is the incident flux. The other is the momentum of each electron, of which scattering through $\theta$ delivers the fraction $1-\cos\theta$ along the beam. The force points along the beam for attractive and repulsive potentials alike.

## Second half: the whole Fermi sphere, a check, and an interconnect line

The first half gave three results for jellium of density $n$. The wind force on an ion at rest is $\eta\mathbf v_d$, where $\mathbf v_d$ is the electron drift velocity and $\eta$ is the friction coefficient of the same ion moving slowly through the gas at rest. In mean field, $\eta$ is that of independent electrons and the static screened potential $V(r)$. One scattering state of wave vector $\mathbf k$ and unit incident density pushes the ion along $\mathbf k$ with force $k^2\sigma_{tr}(k)$, where $\sigma_{tr}$ is the transport cross section and $\delta_l$ are the phase shifts. Atomic units continue to hold, and $k_F$ is the Fermi wave number, equal to the Fermi velocity $v_F$.

### (e) What is the friction coefficient?

Sum the forces of all electrons in a gas that drifts at speed $v\ll k_F$.

So far we have shown that the wind force is $\eta\mathbf v_d$, that in mean field $\eta$ follows from independent electrons scattered by the static screened potential, and that one electron state exerts the force $k^2\sigma_{tr}(k)$. It remains to sum this force over the drifting Fermi sphere, check the result against the braking calculation in the laboratory frame, and estimate the wind force in an interconnect line and how far that estimate can be trusted.
